# How cutoff and gap set the cost of unpreconditioned eigensolver iterations: test program

```python
"""
Result under test: without preconditioning, minimising the band energy of N
occupied orbitals to a relative energy error eta needs, in the worst case,
    steepest descent     n = (kappa/4) ln(1/eta)
    conjugate gradients  n = (sqrt(kappa)/4) ln(4/eta)
for large kappa, where
    kappa = (highest level - lowest level) / (gap above the occupied levels)
          ~ kinetic cutoff / gap.
Model: one-dimensional crystal, potential 2*v1*cos(2*pi*x/a), plane waves.
Internally hbar = m = e = 1 (energies in hartree, lengths in bohr).
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
PERIOD = 6.0
ETA = 1e-10
rng = np.random.default_rng(7)


def sd_steps(kappa):
    """Guaranteed steepest-descent count from the one-step bound."""
    return int(np.ceil(np.log(1 / ETA)
                       / (2 * np.log((kappa + 1) / (kappa - 1)))))


def cg_steps(kappa):
    """Guaranteed conjugate-gradient count from the Chebyshev bound."""
    return int(np.ceil(np.arccosh(ETA ** -0.5)
                       / np.arccosh((kappa + 1) / (kappa - 1))))


class Crystal:
    """Supercell with one occupied orbital per period and a chosen gap."""

    def __init__(self, cutoff, gap, cells):
        length = cells * PERIOD
        nmax = int(np.sqrt(2 * cutoff) * length / (2 * np.pi))
        index = np.arange(-nmax, nmax + 1)
        kinetic = 0.5 * (2 * np.pi * index / length) ** 2
        coupled = np.abs(index[:, None] - index[None, :]) == cells

        def hamiltonian(v1):
            return np.diag(kinetic) + v1 * coupled

        def gap_error(v1):
            e = np.linalg.eigvalsh(hamiltonian(v1))
            return e[cells] - e[cells - 1] - gap

        self.v1 = brentq(gap_error, 0.3 * gap, 0.8 * gap, xtol=1e-14)
        self.h = hamiltonian(self.v1)
        self.n = cells
        self.tmax = kinetic.max()
        self.levels, vectors = np.linalg.eigh(self.h)
        self.occ, self.emp = vectors[:, :cells], vectors[:, cells:]
        self.e_occ, self.e_emp = self.levels[:cells], self.levels[cells:]
        self.diff = self.e_emp[:, None] - self.e_occ[None, :]
        self.kappa = self.diff.max() / self.diff.min()

    def excess(self, c):
        """Energy above the minimum, free of large cancellations."""
        x = (self.emp.T @ c) @ np.linalg.inv(self.occ.T @ c)
        xx = x.T @ x
        top = x.T @ (self.e_emp[:, None] * x) - xx * self.e_occ[None, :]
        return np.trace(np.linalg.solve(np.eye(self.n) + xx, top))


def orthonormal(c):
    factor = np.linalg.cholesky(c.T @ c)
    return c @ np.linalg.inv(factor).T


def minimise(model, x_start, conjugate, limit=20000):
    """Steps needed to reduce the excess energy by the factor ETA."""
    h = model.h
    c = orthonormal(model.occ + model.emp @ x_start)
    start = model.excess(c)
    direct = np.trace(c.T @ h @ c) - model.e_occ.sum()
    assert abs(direct - start) < 1e-11
    direction = None
    for step in range(1, limit + 1):
        hc = h @ c
        s = c.T @ hc
        grad = hc - c @ s
        if conjugate and direction is not None:
            beta = max(0.0, np.sum(grad * (grad - old)) / np.sum(old * old))
            direction = -grad + beta * direction
            direction -= c @ (c.T @ direction)
        else:
            direction = -grad
        curvature = (np.sum(direction * (h @ direction))
                     - np.sum((direction.T @ direction) * s))
        length = -np.sum(direction * grad) / curvature
        c = orthonormal(c + length * direction)
        old = grad
        if model.excess(c) <= ETA * start:
            return step
    raise AssertionError("minimisation did not converge")


def worst_sd_start(model):
    """Softest and stiffest modes with equal gradient components."""
    x = np.zeros_like(model.diff)
    x[0, -1] = 1e-3
    x[-1, 0] = 1e-3 * model.diff[0, -1] / model.diff[-1, 0]
    return x


def cg_on_worst_spectrum(kappa):
    """Run CG on Chebyshev-extremal eigenvalues; return the step count."""
    m = cg_steps(kappa) - 1
    lam = (kappa + 1) / 2 + (kappa - 1) / 2 * np.cos(
        np.pi * np.arange(m + 1) / m)
    r = np.ones(m + 1)
    r[0] = r[-1] = np.sqrt(0.5)
    p = r.copy()
    basis = [r / np.linalg.norm(r)]
    errors = [np.sum(r * r / lam)]
    while errors[-1] > ETA * errors[0]:
        assert len(errors) <= m + 2
        rr = r @ r
        r = r - rr / (p @ (lam * p)) * lam * p
        q = np.array(basis)
        for _ in range(2):  # removes rounding loss of orthogonality
            r = r - q.T @ (q @ r)
        errors.append(np.sum(r * r / lam))
        p = r + (r @ r) / rr * p
        basis.append(r / max(np.linalg.norm(r), 1e-300))
    x0 = (kappa + 1) / (kappa - 1)
    predicted = np.cosh(m * np.arccosh(x0)) ** -2
    assert abs(errors[m] / errors[0] / predicted - 1) < 1e-4
    return len(errors) - 1


# Hessian of the full functional, by finite differences in rotated bases
small = Crystal(3.0, 1 / HARTREE_EV, 2)
n_emp = len(small.e_emp)
occ = small.occ @ np.linalg.qr(rng.normal(size=(2, 2)))[0]
emp = small.emp @ np.linalg.qr(rng.normal(size=(n_emp, n_emp)))[0]


def band_energy(x_flat):
    c = occ + emp @ x_flat.reshape(n_emp, 2)
    return np.trace(np.linalg.solve(c.T @ c, c.T @ small.h @ c))


dim = 2 * n_emp
shift = 3e-4 * np.eye(dim)
hessian = np.zeros((dim, dim))
for i in range(dim):
    for j in range(dim):
        a, b = shift[i], shift[j]
        hessian[i, j] = (band_energy(a + b) - band_energy(a - b)
                         - band_energy(b - a) + band_energy(-a - b)
                         ) / (4 * 3e-4 ** 2)
curvatures = np.linalg.eigvalsh((hessian + hessian.T) / 2)
expected = np.sort(2 * small.diff.ravel())
hessian_error = np.abs(curvatures - expected).max()
assert hessian_error < 1e-4

# One steepest-descent step never exceeds the bound, for random gradients
kappa_test = 50.0
bound = ((kappa_test - 1) / (kappa_test + 1)) ** 2
largest_factor = 0.0
for _ in range(3000):
    lam = np.concatenate(([1.0, kappa_test], rng.uniform(1, kappa_test, 3)))
    g2 = rng.exponential(size=5) ** 3
    factor = 1 - g2.sum() ** 2 / ((g2 @ lam) * (g2 @ (1 / lam)))
    largest_factor = max(largest_factor, factor)
assert 0.9 * bound < largest_factor <= bound + 1e-12

# Main estimate
cutoff, gap_ev = 30.0, 1.0
kappa = cutoff * HARTREE_EV / gap_ev
sd_law = kappa / 4 * np.log(1 / ETA)
cg_law = np.sqrt(kappa) / 4 * np.log(4 / ETA)
assert abs(sd_law / sd_steps(kappa) - 1) < 1e-3
assert abs(cg_law / cg_steps(kappa) - 1) < 1e-2
print(f"cutoff = {cutoff:.1f} hartree = {cutoff * HARTREE_EV:.2f} eV")
print(f"gap = {gap_ev:.1f} eV = {gap_ev / HARTREE_EV:.6f} hartree")
print(f"energy-error reduction eta = {ETA:.0e} (no unit)")
print(f"ln(1/eta) = {np.log(1 / ETA):.3f}, ln(4/eta) = {np.log(4 / ETA):.3f}")
print(f"estimated kappa = {kappa:.2f}, sqrt = {np.sqrt(kappa):.3f} (no unit)")
print(f"SD large-kappa law = {sd_law:.1f} steps")
print(f"SD guaranteed count = {sd_steps(kappa)} steps")
print(f"CG large-kappa law = {cg_law:.1f} steps")
print(f"CG guaranteed count = {cg_steps(kappa)} steps")
print(f"ratio of laws SD/CG = {sd_law / cg_law:.2f} (no unit)")
print(f"SD per decade of energy error = {kappa / 4 * np.log(10):.1f} steps")
print(f"CG per decade = {np.sqrt(kappa) / 4 * np.log(10):.2f} steps")
print(f"largest Hessian deviation = {hessian_error:.1e} hartree")
print(f"one-step test, kappa = {kappa_test:.0f}: bound {bound:.5f}, "
      f"largest found {largest_factor:.5f}")

# Scaling with cutoff and gap, from actual runs
print("model: period 6 bohr, 6 periods, 6 occupied orbitals")
sd_count, cg_count, models = {}, {}, {}
for case in [(7.5, 1.0), (30.0, 1.0), (30.0, 2.0)]:
    model = Crystal(case[0], case[1] / HARTREE_EV, 6)
    models[case] = model
    v_max = 2 * model.v1
    assert model.tmax <= model.levels[-1] <= model.tmax + v_max
    assert -v_max <= model.levels[0] <= 0
    assert abs(model.kappa / (case[0] * HARTREE_EV / case[1]) - 1) < 0.05
    sd_count[case] = minimise(model, worst_sd_start(model), False)
    assert abs(sd_count[case] / sd_steps(model.kappa) - 1) < 0.01
    ratio = case[0] * HARTREE_EV / case[1]
    cg_count[case] = cg_on_worst_spectrum(ratio)
    assert cg_count[case] == cg_steps(ratio)
    print(f"cutoff {case[0]:.1f} hartree, gap {case[1]:.1f} eV:")
    print(f"  model kappa = {model.kappa:.2f}, cutoff/gap = {ratio:.2f}")
    print(f"  SD worst start in model: run {sd_count[case]}, "
          f"formula {sd_steps(model.kappa)} steps")
    print(f"  CG worst spectrum at cutoff/gap: run {cg_count[case]} steps")

main, low, wide = (30.0, 1.0), (7.5, 1.0), (30.0, 2.0)
sd_cut = sd_count[main] / sd_count[low]
cg_cut = cg_count[main] / cg_count[low]
sd_gap = sd_count[main] / sd_count[wide]
cg_gap = cg_count[main] / cg_count[wide]
assert abs(sd_cut / 4 - 1) < 0.03 and abs(cg_cut / 2 - 1) < 0.03
assert abs(sd_gap / 2 - 1) < 0.03 and abs(cg_gap / 2 ** 0.5 - 1) < 0.03
print(f"cutoff x 4: SD steps x {sd_cut:.3f}, CG steps x {cg_cut:.3f}")
print(f"gap halved: SD steps x {sd_gap:.3f}, CG steps x {cg_gap:.3f}")

# Both methods from one start with equal energy in every mode
model = models[main]
signs = rng.choice([-1.0, 1.0], size=model.diff.shape)
x_equal = 1e-4 * signs / np.sqrt(model.diff)
sd_equal = minimise(model, x_equal, False)
cg_equal = minimise(model, x_equal, True)
assert 0.2 * sd_steps(model.kappa) < sd_equal <= sd_steps(model.kappa)
assert cg_equal <= cg_steps(model.kappa)
print("30 hartree, 1 eV model, equal energy in every mode:")
print(f"  potential coefficient v1 = {model.v1 * HARTREE_EV:.4f} eV")
print(f"  largest kinetic energy = {model.tmax:.3f} hartree")
print(f"  highest level = {model.levels[-1]:.3f} hartree")
print(f"  lowest level = {model.levels[0]:.5f} hartree")
print(f"  plane waves = {len(model.levels)} (count)")
print(f"  SD run = {sd_equal}, guarantee = {sd_steps(model.kappa)} steps")
print(f"  CG run = {cg_equal}, guarantee = {cg_steps(model.kappa)} steps")
print("no test failed")
```

Printed output:

```
cutoff = 30.0 hartree = 816.34 eV
gap = 1.0 eV = 0.036749 hartree
energy-error reduction eta = 1e-10 (no unit)
ln(1/eta) = 23.026, ln(4/eta) = 24.412
estimated kappa = 816.34, sqrt = 28.572 (no unit)
SD large-kappa law = 4699.2 steps
SD guaranteed count = 4700 steps
CG large-kappa law = 174.4 steps
CG guaranteed count = 175 steps
ratio of laws SD/CG = 26.95 (no unit)
SD per decade of energy error = 469.9 steps
CG per decade = 16.45 steps
largest Hessian deviation = 1.3e-06 hartree
one-step test, kappa = 50: bound 0.92311, largest found 0.92233
model: period 6 bohr, 6 periods, 6 occupied orbitals
cutoff 7.5 hartree, gap 1.0 eV:
  model kappa = 200.63, cutoff/gap = 204.09
  SD worst start in model: run 1155, formula 1155 steps
  CG worst spectrum at cutoff/gap: run 88 steps
cutoff 30.0 hartree, gap 1.0 eV:
  model kappa = 802.42, cutoff/gap = 816.34
  SD worst start in model: run 4620, formula 4620 steps
  CG worst spectrum at cutoff/gap: run 175 steps
cutoff 30.0 hartree, gap 2.0 eV:
  model kappa = 401.26, cutoff/gap = 408.17
  SD worst start in model: run 2310, formula 2310 steps
  CG worst spectrum at cutoff/gap: run 124 steps
cutoff x 4: SD steps x 4.000, CG steps x 1.989
gap halved: SD steps x 2.000, CG steps x 1.411
30 hartree, 1 eV model, equal energy in every mode:
  potential coefficient v1 = 0.5001 eV
  largest kinetic energy = 29.487 hartree
  highest level = 29.487 hartree
  lowest level = -0.00123 hartree
  plane waves = 89 (count)
  SD run = 3365, guarantee = 4620 steps
  CG run = 107, guarantee = 173 steps
no test failed
```
